# Emission rates and selection rules for electric and magnetic multipoles: test program

```python
# Result under test: the rate of one-photon emission of type E or M, order L, is
#   8 pi (L+1) k^(2L+1) / (L ((2L+1)!!)^2) * |<f|O_LM|i>|^2,   k = omega/c,
#   O(E) = -r^L Y*_LM,  O(M) = -(1/2c) grad(r^L Y*_LM).(2 l/(L+1) + g s),
# together with its selection rules. Hartree atomic units, Gaussian fields.
# Direct side: golden rule with plane waves, the current integrated over space
# and the photon over all directions, with no multipole expansion.
# States are hydrogen spinors: (n, list of (coefficient, l, m, spin index)).
from functools import lru_cache
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import factorial2, spherical_jn

C = 1 / const.fine_structure
PER_SECOND = 1 / const.physical_constants["atomic unit of time"][0]
G = 2.0
SPIN = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
x, y, z = sp.symbols("x y z", real=True)
R2 = x**2 + y**2 + z**2


def solid_harmonic(l, m):
    """r^l Y_lm as a Cartesian polynomial, Condon-Shortley phase."""
    a, t = abs(m), sp.Symbol("t")
    legendre = sp.legendre(l, t)
    for _ in range(a):
        legendre = sp.diff(legendre, t)
    poly = sum(co * z**e * R2**((l - a - e) // 2)
               for (e,), co in sp.Poly(legendre, t).terms())
    norm = sp.sqrt(sp.Rational(2*l + 1) * sp.factorial(l - a)
                   / (4 * sp.pi * sp.factorial(l + a)))
    azimuth = (-1)**a * (x + sp.I*y)**a if m >= 0 else (x - sp.I*y)**a
    return norm * azimuth * poly


def value_and_gradient(expr):
    f = sp.lambdify((x, y, z), [expr] + [sp.diff(expr, q) for q in (x, y, z)], "numpy")
    return lambda p: np.array([v + 0j * p[0] for v in f(*p)])


@lru_cache(None)
def solid_function(l, m):
    return value_and_gradient(solid_harmonic(l, m))


@lru_cache(None)
def orbital_function(n, l, m):
    r = sp.sqrt(R2)
    q = sp.Rational(2, n)
    norm = sp.sqrt(q**3 * sp.factorial(n - l - 1) / (2*n*sp.factorial(n + l))) * q**l
    radial = norm * sp.exp(-r / n) * sp.assoc_laguerre(n - l - 1, 2*l + 1, q * r)
    return value_and_gradient(radial * solid_harmonic(l, m))


def sphere(n_theta, n_phi):
    u, wu = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * np.pi * np.arange(n_phi) / n_phi
    s = np.sqrt(1 - u**2)
    d = np.array([np.outer(s, np.cos(phi)).ravel(), np.outer(s, np.sin(phi)).ravel(),
                  np.outer(u, np.ones(n_phi)).ravel()])
    return d, np.repeat(wu, n_phi) * 2 * np.pi / n_phi


@lru_cache(None)
def volume(beta):
    """Space quadrature for polynomials times exp(-beta r)."""
    t, wt = np.polynomial.laguerre.laggauss(30)
    r = t / beta
    wr = wt * np.exp(t) * r**2 / beta
    d, wd = sphere(16, 24)
    return (d[:, None, :] * r[None, :, None]).reshape(3, -1), np.outer(wr, wd).ravel()


KHAT, WK = sphere(10, 18)


def single(n, l, m, spin=0):
    return (n, [(1.0, l, m, spin)])


def j_state(n, l, two_j, two_m):
    m = two_m / 2
    plus = np.sqrt((l + m + 0.5) / (2*l + 1))
    minus = np.sqrt((l - m + 0.5) / (2*l + 1))
    up, down = (plus, minus) if two_j == 2*l + 1 else (-minus, plus)
    parts = [(up, l, (two_m - 1) // 2, 0), (down, l, (two_m + 1) // 2, 1)]
    return (n, [q for q in parts if abs(q[2]) <= l])


def spinor(state, p):
    out = np.zeros((2, 4, p.shape[1]), complex)
    for co, l, m, s in state[1]:
        out[s] += co * orbital_function(state[0], l, m)(p)
    return out[:, 0], out[:, 1:]


def curl(d):
    """d[b, a] = derivative along b of component a."""
    return np.array([d[1, 2] - d[2, 1], d[2, 0] - d[0, 2], d[0, 1] - d[1, 0]])


def current_on_sphere(final, initial, k, g=G):
    """Fourier transform of the transition current for all photon directions."""
    p, w = volume(1 / final[0] + 1 / initial[0])
    pf, gf = spinor(final, p)
    pi, gi = spinor(initial, p)
    pf, gf = pf.conj(), gf.conj()
    j = -(pf[:, None] * gi - pi[:, None] * gf).sum(axis=0) / 2j
    dm = (np.einsum("ast,sbn,tn->ban", SPIN, gf, pi)
          + np.einsum("ast,sn,tbn->ban", SPIN, pf, gi))
    j = j - g / 2 * curl(dm)
    return (w * j) @ np.exp(-1j * k * (p.T @ KHAT))


def direct_rate(final, initial, omega, c):
    J = current_on_sphere(final, initial, omega / c)
    transverse = J - KHAT * (KHAT * J).sum(axis=0)
    return omega / (2*np.pi*c**3) * np.sum(WK * np.abs(transverse)**2)


def moment(kind, L, M, final, initial, c):
    p, w = volume(1 / final[0] + 1 / initial[0])
    f = solid_function(L, M)(p).conj()
    pf = spinor(final, p)[0].conj()
    pi, gi = spinor(initial, p)
    if kind == "E":
        return -np.sum(w * f[0] * (pf * pi).sum(axis=0))
    orbital = sum(pf[s] * (f[1:] * (-1j) * np.cross(p, gi[s], axis=0)).sum(axis=0)
                  for s in (0, 1))
    spin = np.einsum("ast,sn,tn,an->n", SPIN, pf, pi, f[1:])
    return -np.sum(w * (2 / (L + 1) * orbital + G * spin)) / (2 * c)


def prefactor(L):
    return 8 * np.pi * (L + 1) / (L * float(factorial2(2*L + 1))**2)


def strength(kind, L, final, initial, c):
    return sum(abs(moment(kind, L, M, final, initial, c))**2 for M in range(-L, L + 1))


def formula_rate(kind, L, final, initial, omega, c):
    return prefactor(L) * (omega / c)**(2*L + 1) * strength(kind, L, final, initial, c)


def vector_harmonic(L, M, p):
    r = np.sqrt((p**2).sum(axis=0))
    grad = solid_function(L, M)(p)[1:]
    return -1j * np.cross(p, grad, axis=0) / r**L / np.sqrt(L * (L + 1))


# Curl identity for harmonic polynomials
for L in range(1, 5):
    for M in range(L + 1):
        grad = sp.Matrix([sp.diff(solid_harmonic(L, M), q) for q in (x, y, z)])
        v = sp.Matrix([x, y, z]).cross(grad)
        cv = sp.Matrix([sp.diff(v[2], y) - sp.diff(v[1], z),
                        sp.diff(v[0], z) - sp.diff(v[2], x),
                        sp.diff(v[1], x) - sp.diff(v[0], y)])
        assert all(sp.expand(e) == 0 for e in cv + (L + 1) * grad)

# Orthonormality of the transverse vector harmonics, orders 1 to 4
labels, basis = [], []
for L in range(1, 5):
    for M in range(-L, L + 1):
        X = vector_harmonic(L, M, KHAT)
        labels += [("M", L, M), ("E", L, M)]
        basis += [X, np.cross(KHAT, X, axis=0)]
basis = np.array(basis)
gram = np.einsum("pan,qan,n->pq", basis.conj(), basis, WK)
assert np.allclose(gram, np.eye(len(labels)), atol=1e-11)

# Projection of a plane wave: sphere quadrature against the radial-mode form
point, k_test, h = np.array([[0.7], [-0.4], [1.1]]), 0.9, 1e-4
wave = WK * np.exp(-1j * k_test * (point.T @ KHAT)[0])
for L in range(1, 4):
    for M in range(-L, L + 1):
        def mode(p):
            r = np.sqrt((p**2).sum(axis=0))
            return (4*np.pi*(-1j)**L * spherical_jn(L, k_test * r)
                    * vector_harmonic(L, M, p).conj())
        X = vector_harmonic(L, M, KHAT).conj()
        assert np.allclose((X * wave).sum(axis=1), mode(point)[:, 0], atol=1e-9)
        steps = h * np.eye(3)[:, :, None]
        d = np.array([(mode(point + s) - mode(point - s)) / (2*h) for s in steps])
        left = (np.cross(KHAT, X, axis=0) * wave).sum(axis=1)
        # central differences carry an error of order h^2
        assert np.allclose(left, 1j / k_test * curl(d)[:, 0], atol=1e-6)

print(f"speed of light c = {C:.6f} atomic units")
for L in (1, 2, 3):
    print(f"prefactor 8pi(L+1)/(L((2L+1)!!)^2), L={L}: {prefactor(L):.6e}")


def gap(ni, nf):
    return 0.5 * (1 / nf**2 - 1 / ni**2)


s_up, s_down = single(1, 0, 0, 0), single(1, 0, 0, 1)
cases = [
    ("2p(m=1)->1s", [("E", 1)], s_up, single(2, 1, 1), gap(2, 1)),
    ("3d(m=2)->2p(m=1)", [("E", 1)], single(2, 1, 1), single(3, 2, 2), gap(3, 2)),
    ("3d(m=2)->1s", [("E", 2)], s_up, single(3, 2, 2), gap(3, 1)),
    ("4f(m=3)->1s", [("E", 3)], s_up, single(4, 3, 3), gap(4, 1)),
    ("1s up->down, chosen gap", [("M", 1)], s_down, s_up, 0.001),
    ("2p3/2(3/2)->1s(-1/2)", [("M", 2)], s_down, j_state(2, 1, 3, 3), gap(2, 1)),
    ("3d5/2(5/2)->2p3/2(1/2)", [("M", 2), ("E", 3)], j_state(2, 1, 3, 1),
     j_state(3, 2, 5, 5), gap(3, 2)),
]
rates = {}
for name, kinds, final, initial, omega in cases:
    deviation = []
    for c in (C, C / 2):
        total = sum(formula_rate(a, L, final, initial, omega, c) for a, L in kinds)
        deviation.append(direct_rate(final, initial, omega, c) / total - 1)
    # the correction of order 1/c^2 cancels in this combination
    residual = (4 * deviation[0] - deviation[1]) / 3
    assert abs(deviation[0]) < 1e-3, (name, deviation)
    assert abs(residual) < 1e-5, (name, residual)
    print(f"{name}: omega={omega:.6f} hartree, k={omega/C:.6e} 1/bohr")
    for a, L in kinds:
        rate = formula_rate(a, L, final, initial, omega, C)
        size = np.sqrt(strength(a, L, final, initial, C))
        rates[name, a, L] = rate
        print(f"  {a}{L}: |moment|={size:.6e} au, rate={rate:.5e} au"
              f" = {rate*PER_SECOND:.5e} 1/s")
    print(f"  direct/formula-1 = {deviation[0]:.2e}, 1/c^2 part removed: {residual:.1e}")

# Known closed form of the first line
e1 = rates["2p(m=1)->1s", "E", 1]
assert abs(e1 / ((2 / 3)**8 / C**3) - 1) < 1e-10

# Level rates: the sum over final m does not depend on the initial m
finals = [j_state(1, 0, 1, q) for q in (-1, 1)]
level = {}
for a, L in (("E", 1), ("M", 2)):
    values = [sum(formula_rate(a, L, f, j_state(2, 1, 3, q), gap(2, 1), C)
                  for f in finals) for q in (3, 1, -1, -3)]
    assert np.allclose(values, values[0], rtol=1e-9, atol=0)
    level[a] = values[0]
    print(f"level 2p3/2->1s1/2 {a}{L}: {values[0]*PER_SECOND:.5e} 1/s")
print(f"ratio M2/E1 for 2p3/2->1s1/2: {level['M']/level['E']:.4e}")
ratio = rates["3d(m=2)->1s", "E", 2] / rates["3d(m=2)->2p(m=1)", "E", 1]
print(f"ratio E2(3d->1s)/E1(3d->2p): {ratio:.4e}")

# Selection rules at a large wave number, from projected currents
K_LARGE = 0.3
print(f"selection rules found at k = {K_LARGE} 1/bohr, orders 1 to 4:")
level_pairs = [((2, 1, 3), (1, 0, 1)), ((2, 1, 1), (1, 0, 1)), ((3, 2, 5), (2, 1, 3)),
               ((3, 2, 3), (2, 1, 1)), ((3, 2, 3), (2, 0, 1)), ((3, 2, 5), (2, 0, 1))]
largest_forbidden, smallest_allowed = 0.0, 1.0
for upper, lower in level_pairs:
    found = {(a, L): 0.0 for L in range(1, 5) for a in "EM"}
    wrong_m = 0.0
    for two_m in range(-lower[2], lower[2] + 1, 2):
        J = current_on_sphere(j_state(*lower, two_m), j_state(*upper, 1), K_LARGE)
        amplitudes = np.einsum("pan,an,n->p", basis.conj(), J, WK)
        for (a, L, M), amp in zip(labels, amplitudes):
            found[a, L] += abs(amp)**2
            if M != (1 - two_m) // 2:
                wrong_m += abs(amp)**2
    total = sum(found.values())
    assert wrong_m < 1e-18 * total
    seen = []
    for (a, L), value in found.items():
        triangle = abs(upper[2] - lower[2]) <= 2*L <= upper[2] + lower[2]
        parity = (upper[1] + lower[1] + L + (a == "M")) % 2 == 0
        if value > 1e-12 * total:
            seen.append(f"{a}{L}")
        assert (value > 1e-12 * total) == (triangle and parity), (upper, lower, a, L)
        if triangle and parity:
            smallest_allowed = min(smallest_allowed, value / total)
        else:
            largest_forbidden = max(largest_forbidden, value / total)
    names = [f"{n}{'spdf'[l]}{tj}/2" for n, l, tj in (upper, lower)]
    print(f"  {names[0]}->{names[1]}: {' '.join(seen)}")
print(f"smallest allowed share of strength: {smallest_allowed:.1e}")
print(f"largest forbidden share of strength: {largest_forbidden:.1e}")

# Spinless s to s (total angular momentum 0 to 0): the current is longitudinal
J = current_on_sphere(s_up, single(2, 0, 0), K_LARGE, g=0.0)
along = (KHAT * J).sum(axis=0)
share = np.sum(WK * np.abs(J - KHAT * along)**2) / np.sum(WK * np.abs(along)**2)
assert share < 1e-18
print(f"spinless 2s->1s, transverse/longitudinal strength: {share:.1e}")
print("all good")
```

Running it gives:

```
speed of light c = 137.035999 atomic units
prefactor 8pi(L+1)/(L((2L+1)!!)^2), L=1: 5.585054e+00
prefactor 8pi(L+1)/(L((2L+1)!!)^2), L=2: 1.675516e-01
prefactor 8pi(L+1)/(L((2L+1)!!)^2), L=3: 3.039485e-03
2p(m=1)->1s: omega=0.375000 hartree, k=2.736507e-03 1/bohr
  E1: |moment|=3.639774e-01 au, rate=1.51623e-08 au = 6.26832e+08 1/s
  direct/formula-1 = -2.33e-05, 1/c^2 part removed: -1.3e-09
3d(m=2)->2p(m=1): omega=0.069444 hartree, k=5.067606e-04 1/bohr
  E1: |moment|=1.467221e+00 au, rate=1.56469e-09 au = 6.46863e+07 1/s
  direct/formula-1 = -5.69e-06, 1/c^2 part removed: -7.0e-11
3d(m=2)->1s: omega=0.444444 hartree, k=3.243268e-03 1/bohr
  E2: |moment|=4.888783e-01 au, rate=1.43702e-14 au = 5.94086e+02 1/s
  direct/formula-1 = -5.13e-05, 1/c^2 part removed: -5.9e-09
4f(m=3)->1s: omega=0.468750 hartree, k=3.420634e-03 1/bohr
  E3: |moment|=6.719860e-01 au, rate=7.52085e-21 au = 3.10922e-04 1/s
  direct/formula-1 = -7.86e-05, 1/c^2 part removed: -1.4e-08
1s up->down, chosen gap: omega=0.001000 hartree, k=7.297353e-06 1/bohr
  M1: |moment|=2.521193e-03 au, rate=1.37954e-20 au = 5.70322e-04 1/s
  direct/formula-1 = -5.33e-11, 1/c^2 part removed: -3.0e-14
2p3/2(3/2)->1s(-1/2): omega=0.375000 hartree, k=2.736507e-03 1/bohr
  M2: |moment|=5.939156e-03 au, rate=9.06945e-19 au = 3.74944e-02 1/s
  direct/formula-1 = -2.00e-05, 1/c^2 part removed: -9.3e-10
3d5/2(5/2)->2p3/2(1/2): omega=0.069444 hartree, k=5.067606e-04 1/bohr
  M2: |moment|=2.303743e-02 au, rate=2.97188e-21 au = 1.22862e-04 1/s
  E3: |moment|=5.773265e+01 au, rate=8.69487e-23 au = 3.59458e-06 1/s
  direct/formula-1 = -3.81e-06, 1/c^2 part removed: -3.3e-11
level 2p3/2->1s1/2 E1: 6.26832e+08 1/s
level 2p3/2->1s1/2 M2: 4.68679e-02 1/s
ratio M2/E1 for 2p3/2->1s1/2: 7.4770e-11
ratio E2(3d->1s)/E1(3d->2p): 9.1841e-06
selection rules found at k = 0.3 1/bohr, orders 1 to 4:
  2p3/2->1s1/2: E1 M2
  2p1/2->1s1/2: E1
  3d5/2->2p3/2: E1 M2 E3 M4
  3d3/2->2p1/2: E1 M2
  3d3/2->2s1/2: M1 E2
  3d5/2->2s1/2: E2 M3
smallest allowed share of strength: 1.1e-02
largest forbidden share of strength: 3.8e-30
spinless 2s->1s, transverse/longitudinal strength: 3.7e-31
all good
```
